# Dirac's exchange functional from the density matrix of the uniform gas

Two electrons of the same spin cannot be found at the same point. Each electron therefore carries around itself a region where others of its spin are scarce, and this lowers the Coulomb repulsion below that of a smooth charge cloud. The smooth cloud also counts a repulsion of each electron with itself, which is not really there. For a single determinant of known orbitals, the two corrections together are called the exchange energy and can be computed from the orbitals. In Thomas-Fermi theory only the density $n(\mathbf r)$ is available. How much exchange energy can be inferred from the density alone?

For a gas of constant density with equal numbers of both spins, described by a determinant of the lowest plane waves, the density fixes the orbitals and hence the exchange energy. Its exchange energy per volume can then be used, as an approximation, at each point of an atom. The algebra below is in Hartree atomic units, with $\hbar=m_e=e^2/(4\pi\varepsilon_0)=1$.

Exchange is defined here for a single Slater determinant of $N$ orthonormal spin orbitals. The repulsion is the same for each of the $N(N-1)/2$ pairs of coordinates, so consider the pair 1, 2. In the expectation value, two permutations of the orbitals contribute together when they agree on the other $N-2$ coordinates, since otherwise orthogonality gives zero. They are then either identical or differ by the interchange of the orbitals $a$ and $b$ at coordinates 1 and 2, which brings a minus sign. Each ordered pair $(a,b)$ occurs with $(N-2)!$ arrangements of the rest, and the normalization is $1/N!$. The prefactor is thus $\tfrac12N(N-1)(N-2)!/N!=\tfrac12$, and

$$
\langle V_{ee}\rangle=\frac12\sum_{a,b}\left(J_{ab}-K_{ab}\right).
$$

Here $J_{ab}$ is the repulsion between the charge clouds of $a$ and $b$, and $K_{ab}$ is the interchange term. The terms $a=b$ may be included because $J_{aa}=K_{aa}$. The $J$ part is the Hartree energy of the whole density, including the repulsion of each orbital with itself; the $K$ part removes that self-repulsion.

The sum over spin in $K_{ab}$ vanishes unless both spins are equal. For spatial orbitals $\phi_a,\phi_b$ of equal spin,

$$
K_{ab}=\iint\frac{\phi_a^*(\mathbf r)\phi_b(\mathbf r)\,\phi_b^*(\mathbf r')\phi_a(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

Define the density matrix of one spin by $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_a\phi_a(\mathbf r)\phi_a^*(\mathbf r')$. Summing $K_{ab}$ over $a$ and $b$ turns the numerator into $|\gamma_\sigma(\mathbf r,\mathbf r')|^2$. Now let every spatial orbital be doubly occupied. Each spin has $\gamma_\sigma=\gamma/2$, where $\gamma$ is the spin-summed matrix with $\gamma(\mathbf r,\mathbf r)=n(\mathbf r)$. The factor is $-\tfrac12$ times two spins times $(\tfrac12)^2$, so

$$
E_x=-\frac14\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

Take next a uniform gas with equal numbers of both spins, in a periodic box of volume $V$ that will be made infinite. A uniform positive background cancels the Hartree energy and leaves exchange untouched. The orbitals are $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$, filled twice for $|\mathbf k|<k_F$. The allowed wave vectors have density $V/(2\pi)^3$ in $\mathbf k$-space, so

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
$$

The density matrix depends only on $\mathbf s=\mathbf r-\mathbf r'$. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf s$,

$$
\gamma(s)=\frac{2}{(2\pi)^3}\int_0^{k_F}\!k^2dk\;2\pi\!\int_{-1}^{1}\!e^{iks\mu}d\mu
=\frac{1}{\pi^2 s}\int_0^{k_F}\!k\sin(ks)\,dk,
$$

because the integral over $\mu$ is $2\sin(ks)/(ks)$. Integration by parts gives

$$
\int_0^{k_F}k\sin(ks)\,dk=-\frac{k_F\cos(k_Fs)}{s}+\frac{\sin(k_Fs)}{s^2}.
$$

Let $x=k_Fs$ and introduce the spherical Bessel functions

$$
j_0(x)=\frac{\sin x}{x},\qquad j_1(x)=\frac{\sin x}{x^2}-\frac{\cos x}{x}.
$$

Then, using $k_F^3=3\pi^2n$ in the last step,

$$
\gamma(s)=\frac{\sin x-x\cos x}{\pi^2s^3}=\frac{k_F^3}{\pi^2}\,\frac{j_1(x)}{x}=n\,\frac{3j_1(x)}{x}.
$$

For small $x$, $\sin x-x\cos x\approx x^3/3$, so $3j_1(x)/x\to1$ and $\gamma(0)=n$, as it must. The ratio $\gamma/n$ is 0.90 at $x=1$, 0.35 at $x=3$ and $-0.08$ at $x=6$. The sharp edge of the filled sphere in $\mathbf k$-space produces the oscillating tail. Its sign does not matter for exchange, which contains $\gamma^2$.

To see what this matrix says about the electrons, write the exchange energy as the interaction of each electron with a surrounding charge distribution, $E_x=\tfrac12\int n\int n_x(s)\,s^{-1}\,d^3s\,d^3r$. Comparison with the general formula gives the exchange hole

$$
n_x(s)=-\frac{\gamma(s)^2}{2n}=-\frac n2\left[\frac{3j_1(k_Fs)}{k_Fs}\right]^2.
$$

At $s=0$ it equals $-n/2$, which removes the whole density of equal spin. Its total content follows from the plane-wave form of $\gamma$. Since $\int e^{i(\mathbf k-\mathbf k')\cdot\mathbf s}d^3s=(2\pi)^3\delta(\mathbf k-\mathbf k')$,

$$
\int\gamma^2\,d^3s=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=2n,
\qquad \int n_x\,d^3s=-1.
$$

The hole contains one missing electron at every density. What changes with density is its size, which is proportional to $1/k_F$. A denser gas has a more compact hole and hence a stronger exchange energy per electron.

For the energy itself, one of the two position integrals gives $V$. The exchange energy per volume is

$$
e_x=-\frac14\int_0^\infty\frac{\gamma(s)^2}{s}\,4\pi s^2ds
=-9\pi n^2\int_0^\infty s\,\frac{j_1(k_Fs)^2}{(k_Fs)^2}\,ds.
$$

With $s=x/k_F$ and $ds=dx/k_F$ this becomes

$$
e_x=-\frac{9\pi n^2}{k_F^2}\int_0^\infty\frac{j_1(x)^2}{x}\,dx.
$$

The integrand behaves as $x/9$ near zero and falls as $1/x^3$ at large $x$, so the integral converges. It can be done by finding an antiderivative. Direct differentiation gives

$$
j_0'=\frac{\cos x}{x}-\frac{\sin x}{x^2}=-j_1,
$$

$$
j_1'=\frac{\sin x}{x}+\frac{2\cos x}{x^2}-\frac{2\sin x}{x^3}=j_0-\frac{2j_1}{x}.
$$

In the derivative of $j_0^2+j_1^2$ the products $j_0j_1$ cancel:

$$
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1\left(j_0-\frac{2j_1}{x}\right)=-\frac{4j_1^2}{x}.
$$

At $x=0$ the sum $j_0^2+j_1^2$ is 1, and at infinity it is 0. Therefore

$$
\int_0^\infty\frac{j_1^2}{x}\,dx=\frac14,
\qquad e_x=-\frac{9\pi n^2}{4k_F^2}.
$$

It remains to eliminate $k_F$. From $k_F^2=(3\pi^2n)^{2/3}=3^{2/3}\pi^{4/3}n^{2/3}$,

$$
e_x=-\frac{9\pi}{4\cdot3^{2/3}\pi^{4/3}}\,n^{4/3}
=-\frac{3^{4/3}}{4\pi^{1/3}}\,n^{4/3}
=-\frac34\left(\frac3\pi\right)^{1/3}n^{4/3}.
$$

The constant is $C=\tfrac34(3/\pi)^{1/3}=0.7386$. Dividing $-9\pi n^2/(4k_F^2)$ by $n$ and inserting $n=k_F^3/(3\pi^2)$ gives the exchange energy per electron, $-3k_F/(4\pi)$. This is an exact result for the stated determinant in the limit of infinite volume. The interacting gas also has correlation energy, which lies outside a single determinant.

Equal spin populations entered through $\gamma_\sigma=\gamma/2$. If all electrons have one spin, the energy is $-\tfrac12\iint|\gamma_\sigma|^2/|\mathbf r-\mathbf r'|$. This is half the exchange energy of an unpolarized gas of density $2n$, so $e_x=-\tfrac12C(2n)^{4/3}=-2^{1/3}Cn^{4/3}$. The constant $C$ thus belongs to the unpolarized case.

The antiderivative also tells how far exchange reaches. The share of $e_x$ that comes from separations below $s$ is

$$
F(x)=1-j_0(x)^2-j_1(x)^2,\qquad x=k_Fs,
$$

and for large $x$ the missing part is $1/x^2$ to leading order.

As an example, choose the round density $n=0.1$ Å$^{-3}$. Then $k_F=(3\pi^2\times0.1)^{1/3}=1.436$ Å$^{-1}$. In these units the atomic unit of energy times length is $27.211\times0.52918=14.40$ eV Å, and the exchange energy per electron is

$$
-\frac{3\times1.436\times14.40}{4\pi}\ \text{eV}=-4.94\ \text{eV}.
$$

Multiplication by the density gives $-0.494$ eV Å$^{-3}$. At $s=1$ Å, $x=1.436$, $j_0=0.690$ and $j_1=0.387$, so $F=1-0.476-0.150=0.374$. The same formula gives 86% within 2 Å, 95% within 3 Å and 98% within 5 Å. Most of the energy is gathered within a few times $1/k_F=0.70$ Å, although the tail is not short.

This limited reach suggests what to do when the density varies. With $\mathbf r'=\mathbf r+\mathbf s$, the general formula is an integral over $\mathbf r$ of a contribution from the surroundings of $\mathbf r$. If the density changes little across the hole, replace the true density matrix there by that of a uniform gas with the local density:

$$
|\gamma(\mathbf r,\mathbf r+\mathbf s)|\approx n(\mathbf r)\left|\frac{3j_1(k_F(\mathbf r)s)}{k_F(\mathbf r)s}\right|,
\qquad k_F(\mathbf r)=[3\pi^2n(\mathbf r)]^{1/3}.
$$

For each $\mathbf r$ the integral over $\mathbf s$ is the one already done, and the result is Dirac's functional,

$$
E_x^{D}[n]=-\frac34\left(\frac3\pi\right)^{1/3}\int n(\mathbf r)^{4/3}\,d^3r.
$$

The replacement is an approximation. A natural measure of the variation is the reduced gradient

$$
g=\frac{|\nabla n|}{2k_Fn},
$$

which compares the change of density over a length $1/k_F$ with the density itself; the factor 2 is conventional. Small $g$ is the regime for which the replacement is designed. It is not a guarantee, because $g$ ignores the curvature of the density. At the centre of the two-electron trap of frequency $\omega$ treated below, $g=0$, yet the local exchange energy per electron, $-2^{1/3}C\sqrt{\omega/\pi}$, is 7% weaker than the determinant's value there, $-\sqrt{\omega/\pi}$. In the outer tail of an atom, where $n$ decays exponentially, $|\nabla n|/n$ tends to a constant while $k_F\to0$. There $g$ grows without limit and the local picture fails.

Stretching a system does not make the approximation better. Let every orbital be rescaled so that the density becomes $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. All distances shrink by $\lambda$, so the determinant's exchange energy is multiplied by $\lambda$. Dirac's integral changes by $\lambda^4$ from the integrand and $\lambda^{-3}$ from the volume, again a factor $\lambda$. The relative error is unchanged, and so is $g$ at corresponding points, since $|\nabla n|/n$ and $k_F$ both scale as $\lambda$. The same count shows that among integrals of a single power $n^p$, which scale as $\lambda^{3p-3}$, the required behaviour selects $p=4/3$.

Two electrons in one orbital are far from a uniform gas, and here the error can be found by hand. Let the orbital be the ground state of a harmonic trap of frequency $\omega$, so that $n=2(\omega/\pi)^{3/2}e^{-\omega r^2}$. With a single real orbital, $\gamma(\mathbf r,\mathbf r')^2=n(\mathbf r)n(\mathbf r')$. The hole is then $-n(\mathbf r')/2$ wherever the electron is, whereas the local picture makes it follow the electron. The two electrons have opposite spins, so only the terms $a=b$ survive in the $K$ sum, and the exchange energy here is entirely the removal of self-repulsion. The exchange energy is $-\tfrac14\cdot4\langle1/u\rangle$, where $u$ is the distance between two points drawn independently from the normalized density. Each component of their difference has variance $1/\omega$, hence

$$
E_x=-\left(\frac{\omega}{2\pi}\right)^{3/2}\!4\pi\int_0^\infty\!u\,e^{-\omega u^2/2}\,du=-\sqrt{\frac{2\omega}{\pi}}.
$$

Dirac's functional needs the Gaussian integral $\int e^{-4\omega r^2/3}d^3r=(3\pi/4\omega)^{3/2}$:

$$
E_x^D=-C\,2^{4/3}\left(\frac\omega\pi\right)^2\left(\frac{3\pi}{4\omega}\right)^{3/2}
=-C\,2^{4/3}\left(\frac34\right)^{3/2}\sqrt{\frac\omega\pi}.
$$

The numerical factors are 1.209 for Dirac and $\sqrt2=1.414$ for the determinant. Dirac's value is too weak by 14.5% of the determinant's exchange energy, whatever the trap frequency.

Filling more shells of the trap, still with independent electrons, brings the system closer to the local regime. The oscillator orbitals are Gaussians times polynomials, so the determinant's exchange follows from analytic Gaussian integrals, while Dirac's integral needs a radial quadrature. The error falls to 7.83% for 8 electrons, 5.03% for 20 and 2.65% for 70. The mean of $g$, weighted by $n^{4/3}$, falls from 0.79 for 2 electrons to 0.47, 0.34 and 0.22. These finite cases show the trend expected of a local approximation; they do not prove its limit.

The free zinc atom is a real closed-shell case, with 30 electrons. Its orbitals were computed by nonrelativistic restricted Hartree-Fock theory in the def2-TZVP basis. The exchange integral over the full density matrix gives $-1894.9$ eV. Radial quadrature of the same density gives $\int n^{4/3}d^3r=88.87$ atomic units, and therefore

$$
E_x^D=-0.7386\times88.87\times27.211\ \text{eV}=-1786.1\ \text{eV}.
$$

In atomic units the two energies are $-69.64$ and $-65.64$ hartree. Dirac's functional is too weak by 108.8 eV, or $108.8/1894.9=5.7\%$ of the Hartree-Fock exchange. In the smaller def2-SVP basis the difference is 109.1 eV. Near the basis-set limit the integral becomes 88.88 and the two energies $-1895.0$ and $-1786.2$ eV, each about 0.1 eV lower, while the difference stays at 108.8 eV. The discrepancy is thus hardly a matter of the basis. Correlation and relativity are absent from the reference, and the comparison concerns the local exchange step alone.

The weighted mean of $g$ in zinc is 0.52, slightly larger than in the trap with 8 electrons, yet the relative error is smaller, 5.7% against 7.8%. This average of $g$ therefore orders the errors within the family of traps but does not place zinc, whose density has a different shape, correctly among them. Nor is a small percentage a small energy: for zinc it amounts to more than 100 eV in the total exchange energy. How much of such an error would cancel in an energy difference cannot be read from this one atom.
